# Green's Function and Density of States with an Ultrasoft Overlap Operator: test program

```python
# Result under test: for Hermitian H and positive definite overlap S,
#   G(z) = (z S - H)^-1 = sum_n psi_n psi_n^dagger / (z - eps_n),
#   G(z) -> S^-1 / z at large z,
#   density of states D(E) = -(1/pi) Im Tr[S G(E + i eta)], eta -> 0+,
# where H psi_n = eps_n S psi_n and psi_m^dagger S psi_n = delta_mn.
# Model: one-dimensional crystal in plane waves, Hartree atomic units,
#   S = 1 + sum_ij |beta_i> q_ij <beta_j|, q_ij = integral of Q_ij(x),
#   H = p^2/2 + V(x) + sum_ij |beta_i> D_ij <beta_j|.
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh, eig

HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]
cell = 10.0            # bohr
bloch_k = 0.1          # 1/bohr
well_depth = 1.5       # hartree
well_width = 1.0       # bohr
proj_width = 0.6       # bohr
aug_radius = 1.0       # bohr
aug_height = np.array([[0.6, 0.1], [0.1, -0.2]])     # 1/bohr
D_nl = np.array([[0.4, 0.05], [0.05, -0.2]])         # hartree


def aug_shape(x):
    inside = np.abs(x) < aug_radius
    return np.where(inside, 0.5 * (1 + np.cos(np.pi * x / aug_radius)), 0.0)


shape_integral = quad(lambda x: float(aug_shape(x)), -aug_radius, aug_radius)[0]
q = aug_height * shape_integral


def build(nmax):
    """Plane-wave momenta, projector columns, overlap and Hamiltonian."""
    p = bloch_k + 2 * np.pi / cell * np.arange(-nmax, nmax + 1)
    gauss = ((np.pi * proj_width**2) ** -0.25 * np.sqrt(2 * np.pi) * proj_width
             * np.exp(-0.5 * (p * proj_width) ** 2) / np.sqrt(cell))
    B = np.column_stack([gauss, -1j * np.sqrt(2) * proj_width * p * gauss])
    dp = p[:, None] - p[None, :]
    V = (-well_depth * np.sqrt(2 * np.pi) * well_width / cell
         * np.exp(-0.5 * (dp * well_width) ** 2))
    S = np.eye(len(p)) + B @ q @ B.conj().T
    H = np.diag(0.5 * p**2) + V + B @ D_nl @ B.conj().T
    return p, B, S, H


def green(z, S, H):
    return np.linalg.inv(z * S - H)


def norm2(A):
    return np.linalg.norm(A, 2)


p, B, S, H = build(20)
M = len(p)
one = np.eye(M)
print(f"cell length {cell:.1f} bohr, Bloch vector {bloch_k:.1f} 1/bohr")
print(f"well depth {well_depth:.1f} hartree, well width {well_width:.1f} bohr")
print(f"projector width {proj_width:.1f} bohr, augmentation radius {aug_radius:.1f} bohr")
print(f"q11, q12, q22 (no unit): {q[0,0]:.3f} {q[0,1]:.3f} {q[1,1]:.3f}")
print(f"D11, D12, D22 (hartree): {D_nl[0,0]:.3f} {D_nl[0,1]:.3f} {D_nl[1,1]:.3f}")
print(f"number of plane waves M: {M}")

# Positivity of S, and what happens without it
s_eig = np.linalg.eigvalsh(S)
assert s_eig[0] > 0
print(f"smallest, largest eigenvalue of S: {s_eig[0]:.4f} {s_eig[-1]:.4f}")
bad = eig(np.array([[0.0, 1.0], [1.0, 0.0]]), np.diag([1.0, -1.0]))[0]
bad = bad[np.argsort(bad.imag)]
assert np.allclose(bad, [-1j, 1j], atol=1e-12)
print(f"imaginary parts of eps for S=diag(1,-1): {bad[0].imag:.3f} {bad[1].imag:.3f}")

# Completeness against the closed form of the inverse overlap
eps, psi = eigh(H, S)
K = B.conj().T @ B
S_inv = one - B @ q @ np.linalg.inv(np.eye(2) + K @ q) @ B.conj().T
assert np.allclose(psi.conj().T @ S @ psi, one, atol=1e-10)
assert np.allclose(S @ S_inv, one, atol=1e-10)
assert np.allclose(psi @ psi.conj().T, S_inv, atol=1e-10)
print("lowest six levels (hartree): " + " ".join(f"{e:.5f}" for e in eps[:6]))
print(f"lowest level: {eps[0]*HARTREE_EV:.4f} eV")
print(f"highest level in this basis: {eps[-1]:.3f} hartree")
print(f"norm of S^-1 - 1: {norm2(S_inv - one):.4f}")

# Direct inversion against the spectral sum
worst = 0.0
for z in (0.2 + 0.3j, -1.0 - 0.05j, 5.0 + 1.0j, -3.0 + 0.0j):
    spectral = (psi / (z - eps)) @ psi.conj().T
    worst = max(worst, np.abs(green(z, S, H) - spectral).max())
assert worst < 1e-9
print(f"largest element of inverse minus spectral sum: {worst:.1e} 1/hartree")

# Trace against the levels and against the derivative of ln det(zS - H)
z0, h = 0.2 + 0.3j, 1e-4
trace_SG = np.trace(S @ green(z0, S, H))
level_sum = np.sum(1 / (z0 - eps))
sp, lp = np.linalg.slogdet((z0 + h) * S - H)
sm, lm = np.linalg.slogdet((z0 - h) * S - H)
logdet_slope = (lp - lm + np.log(sp / sm)) / (2 * h)
assert abs(trace_SG - level_sum) < 1e-9
assert abs(trace_SG - logdet_slope) < 1e-5
print(f"z0 = {z0.real:.1f} + {z0.imag:.1f} i hartree")
print(f"Tr[S G(z0)]: {trace_SG.real:.6f} {trace_SG.imag:+.6f} i 1/hartree")
print(f"d ln det/dz at z0: {logdet_slope.real:.6f} {logdet_slope.imag:+.6f} i 1/hartree")

# Large z on the imaginary axis, fixed basis
second = S_inv @ H @ S_inv
print(f"norm of S^-1 H S^-1: {norm2(second):.4f} hartree")
for y in (1e3, 1e4, 1e5):
    z = 1j * y
    zG = z * green(z, S, H)
    diff = norm2(zG - S_inv)
    print(f"y={y:.0e} hartree: |zG-S^-1|={diff:.3e}, y*that={y*diff:.4f} hartree, "
          f"|zG-1|={norm2(zG - one):.4f}")
assert abs(y * diff / norm2(second) - 1) < 1e-4
assert norm2(z * (zG - S_inv) - second) < 2e-3 * norm2(second)
assert norm2(zG - one) > 0.1
assert abs(np.trace(S @ zG) - M) < 0.05

# Growing basis at fixed z: operator norm against action on a fixed vector
vector_errors = []
for nmax in (20, 40, 80):
    pn, Bn, Sn, Hn = build(nmax)
    f = np.exp(-0.5 * pn**2)
    f = f / np.linalg.norm(f)
    Sn_inv = np.linalg.inv(Sn)
    delta = 100j * green(100j, Sn, Hn) - Sn_inv
    vector_errors.append(np.linalg.norm(delta @ f))
    print(f"z=100i hartree, M={len(pn)}: |zG-S^-1|={norm2(delta):.4f}, "
          f"on fixed vector {vector_errors[-1]:.6f}")
assert norm2(delta) > 0.9
assert np.ptp(vector_errors) < 1e-6
far_error = np.linalg.norm((1000j * green(1000j, Sn, Hn) - Sn_inv) @ f)
assert 9.0 < vector_errors[-1] / far_error < 10.5
print(f"z=1000i hartree, M={len(pn)}: on fixed vector {far_error:.6f}")

# Energy window: upper edge in the widest gap above levels 2 to 5
n_in = 2 + int(np.argmax(eps[2:6] - eps[1:5]))
E_lo = eps[0] - 1.0
E_hi = 0.5 * (eps[n_in - 1] + eps[n_in])
count_hi = int(np.sum(np.linalg.eigvalsh(E_hi * S - H) > 0))
count_lo = int(np.sum(np.linalg.eigvalsh(E_lo * S - H) > 0))
assert count_hi - count_lo == n_in
print(f"window: {E_lo:.5f} to {E_hi:.5f} hartree")
print(f"levels in window from signs of ES-H: {count_hi - count_lo}")

# Integrated density of states from the Green function at finite eta
n_steps = int(np.ceil((E_hi - E_lo) / 1e-3))
energies = np.linspace(E_lo, E_hi, n_steps + 1)
for eta in (0.02, 0.01, 0.005):
    dos = np.array([-np.trace(np.linalg.solve((E + 1j * eta) * S - H, S)).imag / np.pi
                    for E in energies])
    integral = (dos.sum() - 0.5 * (dos[0] + dos[-1])) * (energies[1] - energies[0])
    exact = np.sum(np.arctan((E_hi - eps) / eta) - np.arctan((E_lo - eps) / eta)) / np.pi
    assert abs(integral - exact) < 1e-5
    print(f"eta={eta:.3f} hartree: integrated DOS={integral:.6f}, arctan sum={exact:.6f}")
assert abs(integral - n_in) < 0.03

# Contour integral: density matrix and augmented density of enclosed levels
center, radius = 0.5 * (E_lo + E_hi), 0.5 * (E_hi - E_lo)
n_contour = 400
P = np.zeros((M, M), complex)
for theta in 2 * np.pi * (np.arange(n_contour) + 0.5) / n_contour:
    step = radius * np.exp(1j * theta)
    P += green(center + step, S, H) * step / n_contour
norms = np.sum(np.abs(psi) ** 2, axis=0)
trace_SP, trace_P = np.trace(S @ P).real, np.trace(P).real
assert abs(trace_SP - n_in) < 1e-8
assert abs(trace_P - norms[:n_in].sum()) < 1e-8
assert abs(norms[0] - 1) > 0.05
x = -cell / 2 + cell * np.arange(400) / 400
waves = np.exp(1j * np.outer(x, p)) / np.sqrt(cell)
smooth = np.einsum("xa,ab,xb->x", waves, P, waves.conj(), optimize=True).real
occupation = B.conj().T @ P @ B
augment = aug_shape(x) * np.sum(aug_height * occupation.T).real
smooth_charge = smooth.sum() * cell / 400
augment_charge = augment.sum() * cell / 400
assert abs(smooth_charge + augment_charge - n_in) < 1e-6
print(f"contour integral of Tr[S G]: {trace_SP:.8f}")
print(f"contour integral of Tr[G]: {trace_P:.6f}")
print(f"smooth charge {smooth_charge:.6f}, augmentation charge {augment_charge:.6f} electrons")
print(f"total charge from density: {smooth_charge + augment_charge:.6f} electrons")
print("psi^dagger psi of levels in window: " + " ".join(f"{v:.5f}" for v in norms[:n_in]))

# Height of the lowest peak with and without S in the trace
eta = 0.005
G_peak = green(eps[0] + 1j * eta, S, H)
peak_S = -np.trace(S @ G_peak).imag / np.pi
peak_plain = -np.trace(G_peak).imag / np.pi
assert abs(peak_S * np.pi * eta - 1) < 0.01
assert abs(peak_plain / peak_S - norms[0]) < 0.01
print(f"1/(pi eta) at eta={eta:.3f} hartree: {1/(np.pi*eta):.4f} 1/hartree")
print(f"lowest peak from Tr[S G]: {peak_S:.4f} 1/hartree")
print(f"lowest peak from Tr[S G]: {peak_S/HARTREE_EV:.4f} 1/eV")
print(f"lowest peak from Tr[G]: {peak_plain:.4f} 1/hartree")
print("ALL CHECKS PASSED")
```

It prints:

```
cell length 10.0 bohr, Bloch vector 0.1 1/bohr
well depth 1.5 hartree, well width 1.0 bohr
projector width 0.6 bohr, augmentation radius 1.0 bohr
q11, q12, q22 (no unit): 0.600 0.100 -0.200
D11, D12, D22 (hartree): 0.400 0.050 -0.200
number of plane waves M: 41
smallest, largest eigenvalue of S: 0.7877 1.6123
imaginary parts of eps for S=diag(1,-1): -1.000 1.000
lowest six levels (hartree): -0.47405 -0.29795 0.06794 0.36607 0.59761 1.25219
lowest level: -12.8997 eV
highest level in this basis: 79.857 hartree
norm of S^-1 - 1: 0.3798
largest element of inverse minus spectral sum: 5.7e-14 1/hartree
z0 = 0.2 + 0.3 i hartree
Tr[S G(z0)]: -3.240485 -8.536325 i 1/hartree
d ln det/dz at z0: -3.240485 -8.536325 i 1/hartree
norm of S^-1 H S^-1: 79.8565 hartree
y=1e+03 hartree: |zG-S^-1|=7.960e-02, y*that=79.6031 hartree, |zG-1|=0.3798
y=1e+04 hartree: |zG-S^-1|=7.985e-03, y*that=79.8540 hartree, |zG-1|=0.3798
y=1e+05 hartree: |zG-S^-1|=7.986e-04, y*that=79.8565 hartree, |zG-1|=0.3798
z=100i hartree, M=41: |zG-S^-1|=0.6240, on fixed vector 0.003736
z=100i hartree, M=81: |zG-S^-1|=0.9539, on fixed vector 0.003736
z=100i hartree, M=161: |zG-S^-1|=0.9969, on fixed vector 0.003736
z=1000i hartree, M=161: on fixed vector 0.000374
window: -1.47405 to 0.92490 hartree
levels in window from signs of ES-H: 5
eta=0.020 hartree: integrated DOS=4.960455, arctan sum=4.960455
eta=0.010 hartree: integrated DOS=4.980225, arctan sum=4.980225
eta=0.005 hartree: integrated DOS=4.990112, arctan sum=4.990112
contour integral of Tr[S G]: 5.00000000
contour integral of Tr[G]: 4.816098
smooth charge 4.816098, augmentation charge 0.183902 electrons
total charge from density: 5.000000 electrons
psi^dagger psi of levels in window: 0.77592 1.06675 0.98019 0.99612 0.99712
1/(pi eta) at eta=0.005 hartree: 63.6620 1/hartree
lowest peak from Tr[S G]: 63.7238 1/hartree
lowest peak from Tr[S G]: 2.3418 1/eV
lowest peak from Tr[G]: 49.4617 1/hartree
ALL CHECKS PASSED
```
